# The Conduction-Band Mass in the Kane Model, with Gallium Arsenide

When a direct-gap semiconductor absorbs a photon just above its gap, an electron appears near the bottom of the conduction band and a hole near the top of the valence band. The electron's effective mass enters the density of final states and the reduced mass of the pair. In gallium arsenide this mass is roughly $0.067\,m_0$, where $m_0$ is the free-electron mass. An electron in a crystal full of atoms thus responds to a weak, slowly varying force as if it were about fifteen times lighter than in vacuum. The Kane model traces this to the nearby valence band, through the same momentum matrix element that governs absorption across the gap.

## Setting and theorem

Let the one-electron Hamiltonian be

$$H=\frac{p^2}{2m_0}+V(\mathbf r)+\mathbf A\cdot\boldsymbol\sigma,\qquad \mathbf A=\frac{\hbar}{4m_0^2c^2}\,\nabla V\times\mathbf p ,$$

with $V$ periodic and $\boldsymbol\sigma$ the Pauli matrices. The last term is the spin-orbit coupling. The assumptions are these.

1. The crystal has zinc-blende symmetry. Without spin-orbit coupling, the conduction edge at $\mathbf k=0$ is an orbital $S$ that is invariant under the point group, and the valence edge is a triplet $X,Y,Z$ that transforms like the coordinates. All four are real and normalized.
2. Only these four orbitals, each with two spins, are kept. All other bands are remote and are neglected.
3. The part of the spin-orbit term proportional to $\mathbf k$ is neglected.
4. The gap $E_g$, from the upper valence edge to the conduction edge, is positive. The valence edge is split by $\Delta\ge0$, with the fourfold level on top.

Energies are measured from the conduction edge. Define

$$P=-\frac{i\hbar}{m_0}\langle S|p_x|X\rangle,\qquad E_p=\frac{2}{m_0}|\langle S|p_x|X\rangle|^2=\frac{2m_0P^2}{\hbar^2}.$$

The second form of $E_p$ follows from $|\langle S|p_x|X\rangle|=m_0|P|/\hbar$. The mass $m^*$ is defined by the curvature at the edge, $E(k)=\hbar^2k^2/2m^*$ to leading order in $k$.

**Theorem.** Under these assumptions the conduction-band mass is isotropic, the same for both spins, and

$$\boxed{\frac{m_0}{m^*}=1+\frac{E_p}{3}\left(\frac{2}{E_g}+\frac{1}{E_g+\Delta}\right)}$$

The formula is an exact statement about the edge curvature of the eight-state model. For a real crystal it is an approximation. One of its omissions, the remote bands, is treated below.

## Lemma 1: the mass as a sum over bands

**Lemma.** Let $|cs\rangle$, with $s$ the spin label, be the two states of an edge of energy $E_c$, and let $|\nu\rangle$ be the other states at $\mathbf k=0$. Let $\mathbf k=k\hat{\mathbf n}$ and $p_n=\hat{\mathbf n}\cdot\mathbf p$. If $\langle cs|p_n|cs'\rangle=0$ and

$$\sum_\nu\frac{\langle cs|p_n|\nu\rangle\langle\nu|p_n|cs'\rangle}{E_c-E_\nu}=M\,\delta_{ss'},$$

then $m_0/m^*=1+2M/m_0$.

**Proof.** Insert $\psi=e^{i\mathbf k\cdot\mathbf r}u$ into $H\psi=E\psi$. Moving the exponential to the left replaces $\mathbf p$ by $\mathbf p+\hbar\mathbf k$. Since $(\mathbf p+\hbar\mathbf k)^2=p^2+2\hbar\mathbf k\cdot\mathbf p+\hbar^2k^2$, the periodic part $u$ obeys, under assumption 3,

$$\left[H+\frac{\hbar k}{m_0}p_n+\frac{\hbar^2k^2}{2m_0}\right]u=Eu .$$

Put $E'=E-\hbar^2k^2/2m_0$ and expand $u=\sum_s a_s|cs\rangle+\sum_\nu b_\nu|\nu\rangle$. Projection on the two kinds of state gives

$$(E'-E_c)a_s=\frac{\hbar k}{m_0}\sum_\nu\langle cs|p_n|\nu\rangle b_\nu,$$

$$(E'-E_\nu)b_\nu=\frac{\hbar k}{m_0}\Big[\sum_{s'}\langle\nu|p_n|cs'\rangle a_{s'}+\sum_{\nu'}\langle\nu|p_n|\nu'\rangle b_{\nu'}\Big].$$

On the branch that starts at $E_c$, the second equation shows that $b_\nu$ is of order $k$. Its last sum then changes $b_\nu$ at order $k^2$. To leading order,

$$b_\nu=\frac{\hbar k}{m_0}\sum_{s'}\frac{\langle\nu|p_n|cs'\rangle}{E_c-E_\nu}a_{s'} .$$

Substitution into the first equation gives $E'-E_c=(\hbar^2k^2/m_0^2)M$ to order $k^2$. Therefore

$$E-E_c=\frac{\hbar^2k^2}{2m_0}\left(1+\frac{2M}{m_0}\right),$$

and comparison with $\hbar^2k^2/2m^*$ proves the lemma. ∎

**Remark.** The sign of each term is that of $E_c-E_\nu$. A lower band pushes the conduction band upward as $k$ grows, which increases the curvature and makes the electron lighter. A higher band does the opposite.

## Lemma 2: one momentum constant

**Lemma.** For $\mathbf k=k\hat{\mathbf n}$ the conduction orbital couples to the single valence orbital $|n\rangle=n_x|X\rangle+n_y|Y\rangle+n_z|Z\rangle$, with matrix element $iPk$. There is no term linear in $\mathbf k$ inside $S$ or inside the triplet.

**Proof.** Write $X_1,X_2,X_3$ for $X,Y,Z$. A twofold rotation about axis $i$ keeps $p_i$ and $X_i$ and reverses the other two components of each. Hence $\langle S|p_i|X_j\rangle$ with $j\ne i$ equals its own negative and vanishes. The threefold rotation about $[111]$ permutes the axes cyclically, so the three elements with $i=j$ are equal. Each is imaginary, because $p_x=-i\hbar\,\partial_x$ acts between real functions; hence $P$ is real. The definition of $P$ gives $(\hbar/m_0)\langle S|p_x|X\rangle=iP$, so

$$\frac{\hbar k}{m_0}\langle S|p_n|X_j\rangle=iPk\,n_j .$$

The coupling to $|n\rangle$ is $iPk\sum_jn_j^2=iPk$. For an orbital with real coefficients $t_j$ perpendicular to $\hat{\mathbf n}$ it is $iPk\sum_jn_jt_j=0$.

A twofold rotation about an axis other than $i$ reverses $p_i$ but not $S$, so $\langle S|p_i|S\rangle=0$. Inside the triplet, the twofold rotations leave only elements with three different indices, such as $\langle X|p_y|Z\rangle$. The mirror that exchanges $x$ and $z$ makes this equal to $\langle Z|p_y|X\rangle$. But $p_y$ is Hermitian and imaginary between real orbitals, so the two elements are also opposite. They vanish. ∎

## Lemma 3: how spin-orbit coupling divides the orbital

**Lemma.** In the eight-state space the spin-orbit term acts only on the triplet, as $(\Delta/3)\Lambda$ with $\Lambda=\mathbf L\cdot\boldsymbol\sigma$ and $(L_k)_{ij}=-i\varepsilon_{kij}$. For every real direction $\hat{\mathbf n}$ and either spin, $|n\rangle$ has weight $2/3$ in the upper level and $1/3$ in the split-off level, and the projector on either level has no matrix element between $|n\rangle$ states of opposite spin.

**Proof.** The operator $\mathbf A$ is Hermitian and imaginary between real orbitals, so its matrices are antisymmetric. This removes $\langle S|A_k|S\rangle$. Under rotations $\mathbf A$ transforms as a vector, so twofold rotations leave only $\langle S|A_k|X_k\rangle$ between $S$ and the triplet. The mirror $x\leftrightarrow y$ leaves $S$ and $Z$ unchanged but reverses the axial component $A_z$. Thus $\langle S|A_z|Z\rangle=0$, and the other two follow by cyclic permutation. Inside the triplet the rotations leave elements with three different indices, all fixed by one constant: $\mathbf A=\lambda\mathbf L$.

The matrices $L_k$ are those of angular momentum one in units of $\hbar$: $\mathbf L^2=2$ and $\mathbf L\times\mathbf L=i\mathbf L$. The Pauli product rule then gives

$$\Lambda^2=\mathbf L^2+i(\mathbf L\times\mathbf L)\cdot\boldsymbol\sigma=2-\Lambda,$$

or $(\Lambda-1)(\Lambda+2)=0$. The eigenvalues are $1$ and $-2$. Since $\Lambda$ has zero trace on six states, their multiplicities $g_1,g_2$ satisfy $g_1+g_2=6$ and $g_1-2g_2=0$, so $g_1=4$ and $g_2=2$. These are the levels with total angular momentum $j=3/2$ and $j=1/2$. Their separation is $3\lambda=\Delta$, hence $\lambda=\Delta/3$.

The projectors on the two levels are

$$\Pi_{3/2}=\frac{2+\Lambda}{3},\qquad \Pi_{1/2}=\frac{1-\Lambda}{3},$$

as inserting $\Lambda=1$ and $\Lambda=-2$ confirms. For a real vector,

$$\langle n|L_k|n\rangle=-i\sum_{ij}\varepsilon_{kij}n_in_j=0,$$

because an antisymmetric symbol is summed with a symmetric product. Thus $\langle ns|\Lambda|ns'\rangle=0$ for all $s,s'$, and

$$\langle ns|\Pi_{3/2}|ns'\rangle=\tfrac23\delta_{ss'},\qquad \langle ns|\Pi_{1/2}|ns'\rangle=\tfrac13\delta_{ss'} .\qquad∎$$

## Proof of the theorem

The upper valence level lies at $-E_g$ and the split-off level at $-(E_g+\Delta)$. With $E_c=0$, the denominators $E_c-E_\nu$ are $E_g$ and $E_g+\Delta$. Lemma 2 gives $|\langle S|p_n|n\rangle|^2=m_0E_p/2$, and Lemma 3 divides this strength between the levels:

$$M=\frac{m_0E_p}{2}\left[\frac{2}{3E_g}+\frac{1}{3(E_g+\Delta)}\right].$$

The sum is diagonal in spin, as Lemma 1 requires, and does not depend on $\hat{\mathbf n}$. Multiplication by $2/m_0$ and addition of one give the theorem. ∎

**Remark on absorption.** For light polarized along $\hat{\mathbf n}$, the squared momentum element from one conduction spin state, summed over the four upper valence states at $\mathbf k=0$, is $(2/3)(m_0E_p/2)=m_0E_p/3$. At fixed $E_g$ and $\Delta$, a larger $E_p$ therefore gives both stronger coupling to light at the edge and a lighter electron.

**Limits.** For $\Delta\to0$ the bracket becomes $3/E_g$, and $m_0/m^*=1+E_p/E_g$, the result for a single valence level. For $\Delta\to\infty$ at fixed $E_g$ the split-off level drops out and $m_0/m^*\to1+2E_p/(3E_g)$. At fixed $E_g$ and $E_p$, spin-orbit splitting thus makes the electron heavier, since it moves one third of the coupling strength to a larger denominator.

## The bands at finite wave number

**Proposition.** In the eight-state model, with $E'=E-\hbar^2k^2/2m_0$, six levels are the doubly counted roots of

$$E'(E'+E_g)(E'+E_g+\Delta)=P^2k^2\left(E'+E_g+\tfrac23\Delta\right),$$

and the other two have $E'=-E_g$.

**Proof.** Let $a$ be the spinor multiplying $S$ and $b$ the six-component valence part. With $H_v=-E_g\Pi_{3/2}-(E_g+\Delta)\Pi_{1/2}$, Lemma 2 gives

$$E'a=iPk\langle n|b\rangle,\qquad (E'-H_v)b=-iPk|n\rangle a .$$

Solve the second equation for $b$ and insert it in the first. The factor $(iPk)(-iPk)$ is $P^2k^2$, and Lemma 3 supplies the weights:

$$E'=P^2k^2\left[\frac{2}{3(E'+E_g)}+\frac{1}{3(E'+E_g+\Delta)}\right]. \tag{1}$$

Over a common denominator the numerator is $[2(E'+E_g+\Delta)+(E'+E_g)]/3=E'+E_g+2\Delta/3$, which gives the cubic. Each root occurs twice because $a$ has two free components. States with $a=0$ must satisfy $\langle n|b\rangle=0$. These are two conditions on the four states of the upper level, so two states remain at $E'=-E_g$. ∎

Equation (1) gives the mass a second time. As $k\to0$ on the conduction branch, $E'$ may be dropped on the right. Since $P^2k^2=E_p\,\hbar^2k^2/2m_0$, adding back the free kinetic energy reproduces the theorem.

It also shows how the parabola fails. For $k\neq0$ the conduction root has $E'>0$, so both denominators exceed their edge values. The conduction energy therefore lies below the parabola of mass $m^*$ throughout this model. The parabola is good while $E'\ll E_g$.

If the gap closes with $\Delta>0$, this range shrinks to nothing. At $E_g=0$ the cubic is $E'^2(E'+\Delta)=P^2k^2(E'+2\Delta/3)$. For $|E'|\ll\Delta$ it gives $E'=\pm\sqrt{2/3}\,|P|k$: the band is linear, so no parabola describes its edge. As $E_g\to0$ the mass in the theorem tends to zero.

**Remark on the holes.** The pair at $E'=-E_g$ has $E=-E_g+\hbar^2k^2/2m_0$ and curves upward like a free electron. A real heavy-hole band curves downward. The truncation that gives a useful conduction mass thus fails qualitatively for this band, which has no partner among the eight states to push it down.

## What the remote bands do

Suppose another p-like triplet lies at $E_u>0$ above the conduction edge, with its own momentum energy $E_{p,u}$, no spin-orbit splitting and no coupling to the valence triplet. In Lemma 1 its denominator is $-E_u$, so

$$\frac{m_0}{m^*}=1+\frac{E_p}{3}\left(\frac{2}{E_g}+\frac{1}{E_g+\Delta}\right)-\frac{E_{p,u}}{E_u}.$$

The electron becomes heavier.

A one-dimensional crystal shows the effect of truncation when the whole band sum is available. Take $V(x)=2V_1\cos Gx+2V_2\cos2Gx$, with $V_1=0.60$ and $V_2=0.30$ in units of $\hbar^2G^2/2m_0$, and consider the third band at $k=0$. Its curvature, found from energies at small $k$, gives $m_0/m^*=4.6934$. The sum of Lemma 1 over all bands of the plane-wave basis agrees to the digits shown. Keeping only the next lower band, $0.917$ units below, gives $4.941$, about $5\%$ above the full value. The near band alone adds $3.94$ to the free-electron value of one, more than the full $3.69$; the remote bands together take the excess away. They are a small correction here, but not a negligible one.

## Gallium arsenide

The inputs are rough low-temperature literature sizes, recalled rather than computed, like the mass $0.067\,m_0$ they are compared with (at room temperature the gap is nearer $1.42$ eV and the mass somewhat smaller): $E_g\approx1.5$ eV, $\Delta\approx0.34$ eV and $E_p\approx26$ eV. The two valence levels contribute

$$\frac{2E_p}{3E_g}=\frac{2\times26}{3\times1.5}=11.56,\qquad \frac{E_p}{3(E_g+\Delta)}=\frac{26}{3\times1.84}=4.71 .$$

Hence

$$\frac{m_0}{m^*}=1+11.56+4.71=17.27,\qquad m^*=0.058\,m_0=5.3\times10^{-32}\ \text{kg}.$$

Numerical diagonalization of the eight-state matrix, followed by a finite-difference curvature, also gives $17.2657$. This tests the algebra of the model. Whether the model describes the material is a separate question.

The free-electron term contributes $1$ out of $17.27$; the rest comes from the valence band. Setting $\Delta=0$ at the same $E_g$ gives $0.0545\,m_0$, so at fixed gap the splitting raises the mass by about $6\%$. The condition matters. If the mean energy of the six valence states is held fixed instead, the gap without splitting is $E_g+\Delta/3=1.613$ eV and the mass is $1/(1+26/1.613)=0.0584$ in units of $m_0$. Switching on the splitting then narrows the gap and lowers the mass slightly, to $0.0579\,m_0$.

Against the rough measured size $0.067\,m_0$, the prediction is about $14\%$ too low. With these inputs the formula thus explains the rough size of the mass, but does not reproduce it to two figures. The mass is nearly inversely proportional to $E_p$, so an error in this input passes almost fully into the result:

| $E_p$ (eV) | $m^*/m_0$ |
|---|---|
| 23 | 0.065 |
| 26 | 0.058 |
| 29 | 0.052 |

All three masses lie below $0.067\,m_0$, the direction expected if higher bands have been left out. At the lower end, however, the difference is only about $3\%$, too small to interpret with rough inputs. The comparison is consistent with a remote-band correction but does not establish one.

Solving the theorem for the momentum energy gives

$$E_p=\frac{3(m_0/m^*-1)}{2/E_g+1/(E_g+\Delta)}\approx22.3\ \text{eV}$$

for $m^*=0.067\,m_0$. This is a fit. It absorbs whatever the remote bands do into $E_p$, and using it to predict the same mass would be circular.

The upper triplet shows how large a correction can be. With $E_u=3$ eV, roughly where such a triplet lies in gallium arsenide, and $E_{p,u}=6$ eV, a round value chosen for illustration, the extra term is $-6/3=-2$. Diagonalization of the enlarged matrix gives $m_0/m^*=15.27$, or $m^*=0.066\,m_0$. For $E_p=26$ eV this coupling removes most of the discrepancy. The outcome depends on $E_p$: the same term gives $0.058\,m_0$ for $E_p=29$ eV, removing less than half of the discrepancy there, and $0.075\,m_0$ for $E_p=23$ eV, which overshoots. What happens in the real crystal requires independent values of $E_p$ and of the remote couplings.

Finally, take $k=0.50\ \text{nm}^{-1}$. With $\hbar^2/2m_0=0.0381\ \text{eV nm}^2$, the parabola gives

$$E=0.0381\times0.25\times17.27=0.164\ \text{eV},$$

while the eight-state matrix gives $0.152$ eV, about $8\%$ lower than the parabola. Equation (1) confirms the latter. The free kinetic energy is $0.0095$ eV, so $E'=0.1422$ eV, and $P^2k^2=26\times0.0381\times0.25=0.2477$ eV². The right side is

$$0.2477\left[\frac{2}{3\times1.642}+\frac{1}{3\times1.982}\right]=0.142\ \text{eV},$$

as required. At this energy, about a tenth of the gap, the edge mass already overestimates the energy noticeably.

## Computed values

```
GALLIUM ARSENIDE, ROUGH RECALLED INPUTS
Direct gap Eg: 1.50 eV
Spin-orbit splitting Delta: 0.34 eV
Momentum energy Ep: 26.0 eV
Rough measured mass for comparison: 0.067 m0
hbar^2/(2 m0): 0.038100 eV nm^2
Momentum coupling P: 0.9953 eV nm
MASS
Weight in j=3/2 states: 0.666667
Weight in j=1/2 states: 0.333333
j=3/2 contribution to m0/m: 11.5556
j=1/2 contribution to m0/m: 4.7101
m0/m from formula: 17.265700
m0/m from diagonalization: 17.265700
Predicted mass: 0.05792 m0
Predicted mass in SI: 5.2760e-32 kg
Deviation from rough mass: -13.6 %
Mass with Delta set to zero: 0.05455 m0
Mass for Ep = 23.0 eV: 0.06498 m0
Mass for Ep = 29.0 eV: 0.05224 m0
Ep fitted to rough mass: 22.26 eV
FINITE WAVE NUMBER
Wave number: 0.50 1/nm
Eight-band conduction energy: 0.15171 eV
Parabolic conduction energy: 0.16446 eV
UPPER TRIPLET, ILLUSTRATIVE MODEL PARAMETERS
Energy above conduction edge: 3.0 eV
Upper momentum energy: 6.0 eV
m0/m with upper triplet: 15.265700
Mass with upper triplet: 0.06551 m0
ONE-DIMENSIONAL CRYSTAL, ENERGY UNIT hbar^2 G^2/(2 m0)
Fourier coefficients V1, V2: 0.60, 0.30 energy units
Gap to next lower band: 0.91670 energy units
m0/m from band curvature: 4.693423
m0/m from full band sum: 4.693427
m0/m from two bands only: 4.941429
```
